# Why the Pauli Hamiltonian Collapses When Tight Gaussians Enter the Basis: verification in Python

```python
"""
Result under test: for a normalized Gaussian exp(-a r^2),
  <p^2/2 - p^4/(8 c^2)> = 3a/2 - 15 a^2/(8 c^2),
which peaks at a = 2c^2/5 and then falls without limit. The Pauli Hamiltonian
therefore collapses variationally when tight functions enter the basis.
Symbols: a = Gaussian exponent, p = momentum, c = speed of light,
Z = nuclear charge. Hartree atomic units throughout.
Example: one-electron calcium ion, fixed point nucleus, s functions.
"""
import numpy as np
from scipy.constants import fine_structure
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto

c = 1.0 / fine_structure
Z = 20

# Logarithmic momentum grid; the weight includes 4 pi k^2 dk.
log_k, step_k = np.linspace(-8.0, 13.0, 4001, retstep=True)
k = np.exp(log_k)
weight_k = 4 * np.pi * k**3 * step_k
pauli_kinetic = k**2 / 2 - k**4 / (8 * c**2)
root_kinetic = k**2 / (1 + np.sqrt(1 + (k / c)**2))


def momentum_gaussian(a):
    return (2 * np.pi * a)**(-0.75) * np.exp(-k**2 / (4 * a))


def mean_momentum(a, operator):
    return np.sum(weight_k * operator * momentum_gaussian(a)**2)


def kinetic_formula(a):
    return 1.5 * a - 15 * a**2 / (8 * c**2)


# Turnover: maximize the quadrature, then compare with the derived result.
peak = minimize_scalar(lambda a: -mean_momentum(a, pauli_kinetic),
                       bounds=(0.1 * c**2, c**2), method="bounded",
                       options={"xatol": 1e-3})
zero = brentq(lambda a: mean_momentum(a, pauli_kinetic),
              0.5 * c**2, 1.5 * c**2)
a_turn = 2 * c**2 / 5
assert np.isclose(peak.x, a_turn, rtol=1e-5)
assert np.isclose(-peak.fun, 3 * c**2 / 10, rtol=1e-8)
assert np.isclose(zero, 4 * c**2 / 5, rtol=1e-8)

# Share of the momentum distribution beyond p = c at the turnover.
share_beyond_c = quad(
    lambda x: 4 * np.pi * x**2 * (2 * np.pi * a_turn / c**2)**(-1.5)
    * np.exp(-x**2 * c**2 / (2 * a_turn)), 1, 20)[0]

print(f"speed of light c = {c:.6f} a.u.; c^2 = {c**2:.3f} a.u.")
print(f"turnover exponent, numerical = {peak.x:.2f} bohr^-2")
print(f"turnover exponent 2c^2/5 = {a_turn:.2f} bohr^-2")
print(f"peak kinetic value = {-peak.fun:.2f} hartree")
print(f"exponent where kinetic value is zero = {zero:.2f} bohr^-2")
print(f"rms momentum at turnover / c = "
      f"{np.sqrt(mean_momentum(a_turn, k**2)) / c:.4f}")
print(f"momentum share beyond p=c at turnover = {share_beyond_c:.4f}")
print("Single Gaussian kinetic energies (hartree):")
print("a/c^2 | p^2/2 | p^2/2-p^4/(8c^2) | unexpanded square root")
root_values = []
for ratio in (0.01, 0.1, 0.4, 0.8, 1.6):
    a = ratio * c**2
    values = [mean_momentum(a, op)
              for op in (k**2 / 2, pauli_kinetic, root_kinetic)]
    assert np.isclose(values[1], kinetic_formula(a),
                      rtol=1e-8, atol=1e-5)
    root_values.append(values[2])
    print(f"{ratio:.2f} | " + " | ".join(f"{v:.2f}" for v in values))
assert np.all(np.diff(root_values) > 0)

# Closed matrix elements in an even-tempered basis.
exponents = 10.0 * 2.5**np.arange(18)
A, B = np.meshgrid(exponents, exponents, indexing="ij")
Q = A + B
norm = (2 * exponents / np.pi)**0.75
NN = np.outer(norm, norm)
S = NN * (np.pi / Q)**1.5
T = 3 * A * B / Q * S
P4 = 60 * A**2 * B**2 / Q**2 * S
V = -2 * np.pi * Z * NN / Q
D = np.pi * Z * NN / (2 * c**2)

# Independent momentum-space integrals.
basis_k = np.array([momentum_gaussian(a) for a in exponents])


def momentum_matrix(operator):
    return (basis_k * weight_k * operator) @ basis_k.T


assert np.allclose(momentum_matrix(np.ones_like(k)), S, rtol=1e-8, atol=0)
assert np.allclose(momentum_matrix(k**2 / 2), T, rtol=1e-8, atol=0)
assert np.allclose(momentum_matrix(k**4), P4, rtol=1e-8, atol=0)
T_root = momentum_matrix(root_kinetic)

# Position-space integrals; Darwin term from V times Laplacian of density.
log_r, step_r = np.linspace(-18.0, 3.0, 4001, retstep=True)
r = np.exp(log_r)
weight_r = 4 * np.pi * r**3 * step_r
for i in range(len(exponents)):
    for j in range(i + 1):
        q = Q[i, j]
        density = NN[i, j] * np.exp(-q * r**2)
        v_number = np.sum(weight_r * (-Z / r) * density)
        laplacian = (4 * q**2 * r**2 - 6 * q) * density
        d_number = np.sum(weight_r * (-Z / r) * laplacian) / (8 * c**2)
        assert np.isclose(v_number, V[i, j], rtol=1e-7)
        assert np.isclose(d_number, D[i, j], rtol=1e-7)

H_nonrel = T + V
H_pauli = H_nonrel - P4 / (8 * c**2) + D
H_no_p4 = H_nonrel + D
H_root = T_root + V + D


def lowest(H, n):
    energies, vectors = eigh(H[:n, :n], S[:n, :n])
    return energies[0], vectors[:, 0]


# Full Pauli energy of one Gaussian: ordinary minimum, barrier, and descent.
def single_energy(a):
    return (kinetic_formula(a) - 2 * Z * np.sqrt(2 * a / np.pi)
            + np.pi * Z / (2 * c**2) * (2 * a / np.pi)**1.5)


assert np.allclose([single_energy(a) for a in exponents],
                   np.diag(H_pauli), rtol=1e-9)
well = minimize_scalar(single_energy, bounds=(10, 1000), method="bounded")
barrier = minimize_scalar(lambda a: -single_energy(a),
                          bounds=(1000, 20000), method="bounded")
below_well = brentq(lambda a: single_energy(a) - well.fun, barrier.x, 1e5)
print(f"Calcium ion, Z = {Z}; single-Gaussian full Pauli energy:")
print(f"ordinary minimum: a = {well.x:.2f} bohr^-2, "
      f"E = {well.fun:.3f} hartree")
print(f"barrier top: a = {barrier.x:.2f} bohr^-2, "
      f"E = {-barrier.fun:.2f} hartree")
print(f"energy falls below ordinary minimum at a = "
      f"{below_well:.2f} bohr^-2")

dirac = c**2 * (np.sqrt(1 - (Z / c)**2) - 1)
first_order = -Z**2 / 2 - Z**4 / (8 * c**2)
print(f"exact nonrelativistic 1s energy = {-Z**2 / 2:.3f} hartree")
print(f"first-order formula = {first_order:.4f} hartree")
print(f"point-nucleus Dirac 1s energy = {dirac:.4f} hartree")
print("Basis exponents: 10*2.5^k bohr^-2; energies in hartree")
print("n | largest a | nonrelativistic | Pauli root | first-order")
pauli_roots = {}
for n in (5, 6, 7, 8, 9, 10, 12):
    e_nonrel, vector = lowest(H_nonrel, n)
    pauli_roots[n] = lowest(H_pauli, n)[0]
    e_first = vector @ H_pauli[:n, :n] @ vector
    print(f"{n} | {exponents[n - 1]:.2f} | {e_nonrel:.3f} | "
          f"{pauli_roots[n]:.3f} | {e_first:.3f}")
assert abs(pauli_roots[7] / dirac - 1) < 0.02
assert pauli_roots[9] < 10 * dirac

# Controls in the full basis, whose tightest function is far past turnover.
n = len(exponents)
e_nonrel, vector = lowest(H_nonrel, n)
e_first = vector @ H_pauli @ vector
e_pauli = lowest(H_pauli, n)[0]
e_no_p4 = lowest(H_no_p4, n)[0]
e_root = lowest(H_root, n)[0]
# The nuclear cusp makes Gaussian expectation values converge slowly.
assert abs(e_first - first_order) < 0.1
assert abs(dirac - first_order) < 0.05
assert abs(e_no_p4 / (-Z**2 / 2) - 1) < 0.02
assert abs(e_root / dirac - 1) < 0.05
assert e_pauli < 1000 * dirac
print(f"Full basis: n = {n}, largest a = {exponents[-1]:.4e} bohr^-2")
print(f"nonrelativistic root = {e_nonrel:.4f} hartree")
print(f"Pauli root = {e_pauli:.4e} hartree")
print(f"first-order energy = {e_first:.4f} hartree")
print(f"root without p^4 term = {e_no_p4:.4f} hartree")
print(f"root with unexpanded kinetic energy = {e_root:.4f} hartree")

# Does an ordinary all-electron basis reach the dangerous region?
calcium_basis = gto.basis.load("def2-tzvp", "Ca")
largest_s = max(row[0] for shell in calcium_basis if shell[0] == 0
                for row in shell[1:])
assert largest_s > zero
print(f"largest def2-TZVP calcium s exponent = {largest_s:.2f} bohr^-2")
print(f"its ratio to the turnover exponent = {largest_s / a_turn:.2f}")
print("PASS")
```

Printed output:

```
speed of light c = 137.035999 a.u.; c^2 = 18778.865 a.u.
turnover exponent, numerical = 7511.55 bohr^-2
turnover exponent 2c^2/5 = 7511.55 bohr^-2
peak kinetic value = 5633.66 hartree
exponent where kinetic value is zero = 15023.09 bohr^-2
rms momentum at turnover / c = 1.0954
momentum share beyond p=c at turnover = 0.4753
Single Gaussian kinetic energies (hartree):
a/c^2 | p^2/2 | p^2/2-p^4/(8c^2) | unexpanded square root
0.01 | 281.68 | 278.16 | 278.28
0.10 | 2816.83 | 2464.73 | 2546.97
0.40 | 11267.32 | 5633.66 | 8486.90
0.80 | 22534.64 | -0.00 | 14618.59
1.60 | 45069.28 | -45069.28 | 24194.15
Calcium ion, Z = 20; single-Gaussian full Pauli energy:
ordinary minimum: a = 114.58 bohr^-2, E = -170.027 hartree
barrier top: a = 7101.14 bohr^-2, E = 3435.89 hartree
energy falls below ordinary minimum at a = 13370.16 bohr^-2
exact nonrelativistic 1s energy = -200.000 hartree
first-order formula = -201.0650 hartree
point-nucleus Dirac 1s energy = -201.0765 hartree
Basis exponents: 10*2.5^k bohr^-2; energies in hartree
n | largest a | nonrelativistic | Pauli root | first-order
5 | 390.62 | -194.034 | -194.550 | -194.525
6 | 976.56 | -198.208 | -199.038 | -198.964
7 | 2441.41 | -199.502 | -200.586 | -200.414
8 | 6103.52 | -199.868 | -201.401 | -200.858
9 | 15258.79 | -199.965 | -38516.850 | -200.993
10 | 38146.97 | -199.991 | -430662.713 | -201.036
12 | 238418.58 | -199.999 | -21253693.728 | -201.058
Full basis: n = 18, largest a = 5.8208e+07 bohr^-2
nonrelativistic root = -199.9996 hartree
Pauli root = -1.3244e+12 hartree
first-order energy = -201.0644 hartree
root without p^4 term = -199.3388 hartree
root with unexpanded kinetic energy = -204.7667 hartree
largest def2-TZVP calcium s exponent = 172517.33 bohr^-2
its ratio to the turnover exponent = 22.97
PASS
```
